\section*{Connection radius of randomly placed islands in atomic layer deposition}

\section{Problem}

Atomic layer deposition (ALD) on a surface that reacts poorly with the precursor often begins with separate islands. Suppose that their centres are scattered at random with areal density
\begin{equation}
n=1\times10^{12}\ \mathrm{cm^{-2}} .
\end{equation}
All islands start together from negligible size and have circular footprints of equal radius $r$. At what radius do they first form a connected network across a large surface? How much of the surface is then covered, and how thick is the deposit on average?

``Random'' means that the centres are independent and uniformly distributed, so footprints may overlap. Two islands are connected if their footprints touch or overlap, and a network is a chain of such contacts that extends without bound on an infinite plane. This is a geometric definition; electrical conduction is considered later.

For the thickness, each island is a hemisphere, and growth is conformal: the surface advances by the same distance along its normal everywhere. A point above the substrate lies within $\delta$ of a hemisphere of radius $r$ if it lies within $r+\delta$ of its centre, and not otherwise. Growth by $\delta$ therefore turns a union of hemispheres of radius $r$ into a union of hemispheres of radius $r+\delta$. Overlapping disks thus remain the correct footprints after contact, provided that the material does not reshape.

\section{First estimate by scaling}

Lengths are in nm. Since $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$, the density is $n=0.010\ \mathrm{nm^{-2}}$. The only length that can be formed from $n$ is
\begin{equation}
n^{-1/2}=10\ \mathrm{nm},
\end{equation}
so the connection radius must be a pure number times $n^{-1/2}$. To guess that number, imagine the islands on a square lattice with this spacing. Neighbours touch when their diameter equals the spacing:
\begin{equation}
2r_{\rm est}=n^{-1/2},\qquad
r_{\rm est}=\frac{1}{2\sqrt n}=5.0\ \mathrm{nm}.
\end{equation}
The power of $n$ is reliable. The factor $1/2$ belongs to the lattice and has to be replaced by the one for random centres.

\section{Solution for random islands}

\subsection{One parameter decides}

Measure positions in units of $n^{-1/2}$. The centres then have unit density, and each disk has radius $r\sqrt n$. Stretching the whole picture does not change which disks touch, so connectivity depends on $r\sqrt n$ alone. An equivalent parameter is the summed footprint area per unit area,
\begin{equation}
\eta=n\pi r^2 ,
\end{equation}
in which overlaps are counted repeatedly. It can exceed one.

\subsection{Why there is a threshold}

Enlarging the disks never breaks a contact, so a network that exists at one $\eta$ also exists at every larger value. It remains to show that there is none at small $\eta$ and that there is one at large $\eta$.

Two disks touch if their centres are no more than $2r$ apart. The mean number of disks touching a given one is therefore
\begin{equation}
n\pi(2r)^2=4\eta .
\end{equation}
Explore a cluster outwards from one island. Each island reached adds on average at most $4\eta$ new ones, since part of its surroundings may already have been searched. For $4\eta<1$ the mean cluster size is thus at most
\begin{equation}
1+4\eta+(4\eta)^2+\dots=\frac{1}{1-4\eta},
\end{equation}
which is finite. There is no unbounded network below $\eta=1/4$.

For large $\eta$, divide the plane into square cells of side $a=2r/\sqrt5$. Two points in cells that share an edge are at most $\sqrt{(2a)^2+a^2}=\sqrt5\,a=2r$ apart, so islands in such cells touch. A cell is empty with probability
\begin{equation}
q=e^{-na^2}=e^{-4nr^2/5}=e^{-4\eta/(5\pi)} .
\end{equation}
If the occupied cluster containing a given cell is finite, a closed ring of empty cells, joined at edges or corners, surrounds it. A ring of $m$ cells must cut the row to the right of the given cell within $m$ cells, and each further step has at most eight choices. There are thus at most $m\,8^m$ such rings, each empty with probability $q^m$. The sum $\sum_m m(8q)^m$ tends to zero as $q\to0$. For large enough $\eta$ the given cell therefore belongs to an unbounded cluster with nonzero probability. Removing finitely many islands cannot destroy every unbounded cluster, so the existence of one does not depend on any finite set of islands. For independent islands such an event has probability zero or one, and here it must be one.

A threshold $\eta_c$ therefore exists, with $1/4\le\eta_c<\infty$. Solving $n\pi r_c^2=\eta_c$ for the radius gives
\begin{equation}
r_c=\sqrt{\frac{\eta_c}{\pi n}} .
\label{eq:rc}
\end{equation}

\subsection{The value of the threshold}

No closed expression for $\eta_c$ is known. The accepted numerical value for equal overlapping disks is $\eta_c=1.1281$. Equation~\eqref{eq:rc} then gives
\begin{equation}
r_c=\sqrt{\frac{1.1281}{\pi\times0.010\ \mathrm{nm^{-2}}}}
=5.99\ \mathrm{nm}.
\end{equation}
The relation between $r_c$ and $\eta_c$ is exact within the model, while the number rests on simulation. It can be tested as follows.

Place islands at random in a square of side $L$. A pair with separation $d_{ij}$ touches once $r\ge d_{ij}/2$. An island at horizontal position $x_i$ reaches the left side once $r\ge x_i$ and the right side once $r\ge L-x_i$. Give each link the radius at which it forms. A path between the two sides is complete when its most demanding link has formed, and the crossing radius of the sample is the smallest such value among all paths.

The minimum spanning tree, which joins all islands and both sides with the least total link value, contains a best path. To see this, let $w$ be the largest link on the tree's path between the sides. Removing it splits the tree into two groups, with one side in each. Any other path between the sides must also have a link joining the two groups. If that link were smaller than $w$, putting it in place of the removed one would give a tree with a smaller total, which is a contradiction. Hence no path has a largest link below $w$.

As the square grows, the probability of a crossing tends to zero below $r_c$ and to one above it. This sharpness is an established property of the model and is used here without proof. It implies that the median crossing radius tends to $r_c$. In 150 squares of side 800 nm, each with 6400 islands, the median was
\begin{equation}
r_{\rm sim}=6.011\pm0.015\ \mathrm{nm},
\end{equation}
where the uncertainty is one standard error. This is 0.3\,\% above the formula, a difference of 1.2 standard errors. It corresponds to $\eta=1.135$. None of the squares was crossed at 5.5 nm, a fraction 0.467 was crossed at 6.0 nm, and all were crossed at 6.5 nm. The numerical output lists these values with those used below.

\subsection{Covered fraction}

A surface point is bare if no centre lies within $r$ of it. With $N$ independent centres in a large area $A=N/n$, each misses this disk with probability $1-\pi r^2/A$. Hence
\begin{equation}
P_{\rm bare}=\left(1-\frac{\pi r^2}{A}\right)^N
=\left(1-\frac{\eta}{N}\right)^N
\;\longrightarrow\; e^{-\eta}
\end{equation}
as $N\to\infty$, and the covered fraction is
\begin{equation}
\phi=1-e^{-\eta}.
\label{eq:phi}
\end{equation}
At the threshold $\phi=1-e^{-1.1281}=0.676$. About a third of the surface is still bare when the network forms.

Equation~\eqref{eq:phi} also gives the radius at which only a small fraction $b$ remains bare. Setting $e^{-\pi n r^2}=b$ and taking logarithms,
\begin{equation}
r_b=\sqrt{\frac{\ln(1/b)}{\pi n}} .
\end{equation}
For $b=0.001$ this is 14.8 nm, about two and a half times $r_c$. Connection and closure are separate events.

\subsection{Mean thickness}

At height $z<r$ a hemisphere has a circular section of squared radius $r^2-z^2$. The argument for the covered fraction applies to these smaller disks, so the filled fraction at height $z$ is $1-\exp[-\pi n(r^2-z^2)]$. Integration over height gives the deposited volume per unit area:
\begin{align}
h&=\int_0^r\left[1-e^{-\pi n(r^2-z^2)}\right]dz\\
&=r-e^{-\pi n r^2}\int_0^r e^{\pi n z^2}\,dz .
\end{align}
Substitute $t=\sqrt{\pi n}\,z$, so that $dz=dt/\sqrt{\pi n}$ and the upper limit becomes $\sqrt{\pi n}\,r=\sqrt\eta$:
\begin{equation}
h=r-\frac{D(\sqrt\eta)}{\sqrt{\pi n}},\qquad
D(x)=e^{-x^2}\int_0^x e^{t^2}dt ,
\end{equation}
where $D$ is Dawson's function. At the threshold $h=2.99$ nm.

Two limits show what the formula contains. For small $x$, expanding both factors gives
\begin{equation}
D(x)=(1-x^2+\dots)\left(x+\frac{x^3}{3}+\dots\right)
=x-\frac{2x^3}{3}+\dots
\end{equation}
With $x=\sqrt\eta$ and $\sqrt{\eta}/\sqrt{\pi n}=r$, the linear term cancels $r$, leaving
\begin{equation}
h\simeq\frac23\,\eta r=n\,\frac{2\pi r^3}{3}.
\end{equation}
This is the density times the volume of one hemisphere, as it must be before overlaps matter. Used at the threshold, it would give $\tfrac23\times1.128\times5.99=4.5$ nm. Overlap has therefore removed about a third of the summed hemisphere volume.

For large $x$, the integral in $D$ is dominated by $t$ near $x$. Writing $t=x-s$ gives $t^2-x^2\simeq-2xs$, so $D(x)\simeq\int_0^\infty e^{-2xs}ds=1/(2x)$ and
\begin{equation}
h\simeq r-\frac{1}{2\pi n r}.
\end{equation}
The mean thickness approaches the island radius, and the remaining deficit due to surface relief falls as $1/r$.

\section{Comparison}

The ratio of the two radii does not depend on density:
\begin{equation}
\frac{r_c}{r_{\rm est}}
=2\sqrt n\,\sqrt{\frac{\eta_c}{\pi n}}
=2\sqrt{\frac{\eta_c}{\pi}}
=1.20 .
\end{equation}
The lattice estimate of 5.0 nm is 17\,\% below the random-island result of 5.99 nm. Its dependence on density is correct. At four times the density, equation~\eqref{eq:rc} gives 2.996 nm, and a separate simulation gave 2.993 nm.

The prefactor depends on how the centres are arranged, and random centres do not even share one spacing. The probability that no other centre lies within $s$ of a given one is $e^{-\pi n s^2}$. The mean nearest-neighbour distance is the integral of this probability:
\begin{equation}
\langle s\rangle=\int_0^\infty e^{-\pi n s^2}ds
=\frac12\sqrt{\frac{\pi}{\pi n}}
=\frac{1}{2\sqrt n}=5.0\ \mathrm{nm}.
\end{equation}
This is half the lattice spacing. A pair at the mean distance touches at $r=2.5$ nm, long before a network exists. Such early contacts make small clusters, while wider gaps between clusters remain to be bridged. At the threshold an island touches $4\eta_c=4.5$ others on average, compared with four on the square lattice at contact.

The arrangement of the centres therefore matters. When nuclei were placed at random but no closer than 5 nm to one another, the median crossing radius fell to $5.25\pm0.01$ nm, 12\,\% below $r_c$. In a separate sample of 20\,000 such nuclei, the largest cluster held 2.6\,\% of the islands at a radius 7\,\% below this value and 96\,\% at a radius 7\,\% above it.

\section{Use for a real deposit}

The parameters are meant for noble-metal ALD, such as platinum on an oxide. A nucleus density of $10^{12}\ \mathrm{cm^{-2}}$ and a radial growth of 0.05 nm per cycle are rough typical values; both vary with surface preparation and process. With them the model gives connection after $5.99/0.05\simeq120$ cycles and 99.9\,\% coverage after about 300 cycles. These counts start when the islands appear and leave out any nucleation delay. Real metal islands need not keep the assumed shape, because they can merge and become rounder. If two just-touching hemispheres of radius $r_c$ merge completely at constant volume, the new radius $R$ obeys $R^3=2r_c^3$, so $R=2^{1/3}r_c=7.55$ nm. The fraction of their joint footprint that survives is
\begin{equation}
\frac{\pi R^2}{2\pi r_c^2}=\frac{2^{2/3}}{2}=2^{-1/3}=0.794 .
\end{equation}
To recover the lost area, the merged radius must grow by the factor $1/\sqrt{0.794}=1.12$, from 7.55 to 8.47 nm. This extra growth of 0.9 nm is about 15\,\% of $r_c$. Just-touching pairs lose the most area; a pair whose centres are one radius apart keeps 0.88 of its joint footprint. It restores the footprint area of one pair and is not the delay of the whole network, which also depends on which islands merge, when they do so and where the merged islands lie. Repeated merging can delay connection further.

Other departures can be sized with the same numbers, changing one at a time.

\begin{itemize}
\item \textbf{Density.} Halving $n$ raises $r_c$ to 8.47 nm, and doubling it lowers $r_c$ to 4.24 nm. Among the changes sized here this is the largest, so a prediction needs a measured density.
\item \textbf{Sample size.} In squares of side 100 nm with 100 islands each, the median crossing radius was 6.07 nm and the standard deviation between samples was 0.62 nm. In the 800 nm squares the standard deviation was 0.15 nm. These samples have a fixed number of islands. Devices cut from a random field also differ in island count, by about 10\,\% at this size, which raises the spread for 100 nm squares to about 0.7 nm, or 14 cycles. Small devices on one wafer would thus connect at noticeably different cycle counts.
\item \textbf{Unequal islands.} With radii spread uniformly by $\pm50\,\%$ about their mean, independently of position, the median crossing occurred at a mean radius of $5.84\pm0.03$ nm. The mean square radius exceeds the squared mean by the factor $1+0.5^2/3$, which gives a root-mean-square radius of 6.08 nm. Using the root-mean-square radius in equation~\eqref{eq:rc} is therefore good to about 1.5\,\% for this spread.
\item \textbf{Tunnelling.} If electrons cross gaps of up to 1 nm, two islands are linked when their centres are within $2r+1$ nm. The condition $2r+1\ \mathrm{nm}=2r_c$ gives $r=5.49$ nm, about ten cycles before geometric contact. The 1 nm reach is an assumption, not a sharp limit. For a vacuum barrier of about 5.6 eV such a gap transmits a fraction of order $10^{-10}$, a resistance near $10^{14}\ \Omega$ per channel, and the charging energy of an island of this size, roughly 30 to 130 meV depending on the surrounding permittivity, exceeds $k_BT$ at room temperature. Conduction at this stage is very weak. A reach of 0.5 nm would halve the shift.
\end{itemize}

The figure of 6 nm thus holds for independent, simultaneous, non-reshaping islands on a large surface. For the values used here, a 5 nm minimum spacing of nuclei lowers it by about 12\,\% and counting gaps of up to 1 nm as links lowers it by about 8\,\%, while merging removes covered area and can delay connection by an amount that this model does not give.

\section*{Table of computed values}
\begin{verbatim}
Island density: 1.0e+12 cm^-2
Island density: 0.010 nm^-2
Threshold eta_c, input: 1.1281
Connection radius from formula: 5.992 nm
Side of largest simulated square: 800 nm
Samples of largest square: 150
Simulated median radius: 6.011 nm
Its statistical error: 0.015 nm
Simulated threshold eta: 1.135
Spread (std) in largest square: 0.150 nm
Fraction joined at 5.5 nm: 0.000
Fraction joined at 6.0 nm: 0.467
Fraction joined at 6.5 nm: 1.000
Median radius, 400 nm square: 6.009 nm
Its statistical error: 0.018 nm
Covered fraction at threshold: 0.6763
Covered fraction, sampled: 0.6773
Mean contacts per island: 4.512
Mean contacts, sampled: 4.498
Mean nearest-neighbour distance: 5.000 nm
Nearest-neighbour, sampled: 5.017 nm
Mean thickness at threshold: 2.993 nm
Mean thickness, sampled: 2.997 nm
Radial growth, rough: 0.05 nm/cycle
Cycles to connection: 120
Radius for 99.9 % coverage: 14.83 nm
Cycles to that coverage: 297
Bare fraction there, sampled: 0.00090
Radius at half the density: 8.47 nm
Radius at twice the density: 4.24 nm
Radius at 4 times density, formula: 2.996 nm
Radius at 4 times density, simulated: 2.993 nm
100 nm square, median radius: 6.07 nm
100 nm square, spread (std): 0.62 nm
Unequal islands, mean radius: 5.841 nm
Unequal islands, rms radius: 6.079 nm
Unequal islands, error of mean radius: 0.026 nm
Minimum centre distance: 5.0 nm
Spaced nuclei, radius: 5.246 nm
Spaced nuclei, error: 0.014 nm
Spaced nuclei, shift from r_c: -12.4 %
Spaced, largest cluster 7 % below: 0.026
Spaced, largest cluster 7 % above: 0.959
Square lattice, contact radius: 5.000 nm
Tunnelling gap: 1.0 nm
Radius with tunnelling links: 5.49 nm
Merged pair, radius: 7.55 nm
Merged pair, footprint kept: 0.794
\end{verbatim}
